**Clearing a silicon dangling level from the gap with hydrogen**

For a hybrid level $e_h$ inside the gap, a hydrogen level $e_H$ and a coupling $V$, both levels of the isolated pair leave the gap if and only if $V^2$ exceeds $(E-e_h)(E-e_H)$ at both band edges $E=E_v$ and $E=E_c$. The program asserts this against direct diagonalization for random parameters, and also with an overlap $S$, where $V^2$ becomes $(V-ES)^2$. For a half-infinite chain with bond coupling $V_2$ and $e_H<E_v$, the condition is $V^2>V_2(E_c-e_H)$. Spectra of a long chain show one gap state at 0.97 of this minimum coupling and none at 1.03. In the example the minimum $|V|$ is 1.32 eV for the isolated pair and 3.53 eV for the chain, against a chosen 4 eV. The program also asserts the energy spread of the antibonding orbital and the weight of the bare dangling state on the end hybrid. A PBE/STO-3G calculation of silane gives an orthogonalized Si–H coupling of −7.9 eV, as a rough scale only.

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

## Numerical check

```python
"""Hydrogen passivation of a silicon dangling hybrid: two-level gap clearing.

Result under test: for a hybrid level e_h inside the gap (E_v, E_c), a hydrogen
level e_H and a coupling V, both levels of the pair leave the gap if and only if
    V^2 > (E_v-e_h)(E_v-e_H)   and   V^2 > (E_c-e_h)(E_c-e_H).
With overlap S, V^2 is replaced by (V-E*S)^2 at each edge E.
For a half-infinite chain host (same-atom coupling V1, bond coupling V2 > V1)
and e_H < E_v the condition becomes V^2 > V2*(E_c-e_H).
Energies are in eV and are measured from the valence edge E_v = 0.
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq
from pyscf import gto, dft


def pair_levels(e_h, e_H, V, S=0.0):
    """Levels by direct (generalized) diagonalization."""
    return eigh([[e_h, V], [V, e_H]], [[1.0, S], [S, 1.0]], eigvals_only=True)


def edge_products(e_h, e_H, gap):
    """Right sides of the two inequalities: valence edge, conduction edge."""
    return e_h * e_H, (gap - e_h) * (gap - e_H)


def minimum_coupling(e_h, e_H, gap):
    return np.sqrt(max(0.0, *edge_products(e_h, e_H, gap)))


# ---- Random tests of the inequalities, without and with overlap ----
rng = np.random.default_rng(7)
gap = 1.12
outcomes = {False: [0, 0], True: [0, 0]}
for trial in range(6000):
    with_overlap = bool(trial % 2)
    e_h = rng.uniform(0.01, gap - 0.01)
    e_H = rng.uniform(-3.0, 4.0)
    V = rng.uniform(-3.0, 3.0)
    S = rng.uniform(-0.9, 0.9) if with_overlap else 0.0
    low, high = pair_levels(e_h, e_H, V, S)
    if min(abs(low), abs(high), abs(low - gap), abs(high - gap)) < 1e-9:
        continue
    gap_is_clear = not (0 <= low <= gap or 0 <= high <= gap)
    at_v, at_c = edge_products(e_h, e_H, gap)
    predicted = V**2 > at_v and (V - gap * S)**2 > at_c
    assert gap_is_clear == predicted
    assert low <= e_h + 1e-10 and high >= e_h - 1e-10
    if gap_is_clear:
        assert low < 0 and high > gap
    outcomes[with_overlap][int(gap_is_clear)] += 1
assert min(outcomes[False] + outcomes[True]) > 100

# ---- Worked example ----
e_h, e_H, V = gap / 2, -2.0, -4.0
low, high = pair_levels(e_h, e_H, V)
mean = (e_h + e_H) / 2
root = np.hypot((e_h - e_H) / 2, V)
assert np.allclose([low, high], [mean - root, mean + root])
prod_v, prod_c = edge_products(e_h, e_H, gap)
V_min = minimum_coupling(e_h, e_H, gap)
V_cross = brentq(lambda v: pair_levels(e_h, e_H, v)[1] - gap, 0, 10)
assert abs(V_min - V_cross) < 1e-9
assert low < 0 and high > gap

# Hydrogen level inside the gap: both edges restrict the coupling.
e_H_in = 0.20
lower_need, upper_need = np.sqrt(edge_products(e_h, e_H_in, gap))
cross_v = brentq(lambda v: pair_levels(e_h, e_H_in, v)[0], 0, 10)
cross_c = brentq(lambda v: pair_levels(e_h, e_H_in, v)[1] - gap, 0, 10)
assert np.allclose([lower_need, upper_need], [cross_v, cross_c], atol=1e-9)
V_equal = brentq(lambda v: pair_levels(e_h, e_h, v)[1] - gap, 0, 10)
assert abs(V_equal - gap / 2) < 1e-9

# ---- Coupling to bands: long chain with one dangling end ----
V2 = 4.0
V1 = V2 - gap / 2
n_hybrids = 1201  # odd: the far end is bonded and carries no gap state
links = np.where(np.arange(n_hybrids - 1) % 2 == 0, V1, V2)


def chain_gap_states(coupling):
    diagonal = np.r_[e_H, np.full(n_hybrids, e_h)]
    levels = eigh_tridiagonal(diagonal, np.r_[coupling, links],
                              eigvals_only=True)
    return levels[(levels > 1e-9) & (levels < gap - 1e-9)]


bare_levels, bare_vectors = eigh_tridiagonal(np.full(n_hybrids, e_h), links)
inside = np.flatnonzero((bare_levels > 1e-9) & (bare_levels < gap - 1e-9))
assert len(inside) == 1
dangling_level = bare_levels[inside[0]]
end_weight = bare_vectors[0, inside[0]]**2
assert abs(dangling_level - e_h) < 1e-8
assert abs(end_weight - (1 - (V1 / V2)**2)) < 1e-8

# Edge Green function: explicit spectral sum just inside the gap, against
# the closed solution of the recursion, whose edge value is 1/G = V2.
def inverse_green(E):
    x = E - e_h
    b = x**2 + V2**2 - V1**2
    return (b - np.sqrt(max(0.0, b**2 - 4 * x**2 * V2**2))) / (2 * x)


E_probe = gap - 0.01
green_sum = np.sum(bare_vectors[0]**2 / (E_probe - bare_levels))
assert abs(1 / green_sum - inverse_green(E_probe)) < 1e-6
assert abs(inverse_green(gap) - V2) < 1e-5

V_chain = np.sqrt(V2 * (gap - e_H))
states_below = chain_gap_states(0.97 * V_chain)
states_above = chain_gap_states(1.03 * V_chain)
states_example = chain_gap_states(V)
state_weak = chain_gap_states(2.0)
assert len(states_below) == 1 and len(states_above) == 0
assert len(states_example) == 0
assert len(state_weak) == 1 and 2.0 > V_min

# Energy spread of the antibonding pair orbital over the chain's eigenstates.
pair_vector = eigh([[e_H, V], [V, e_h]])[1][:, 1]
full_levels, full_vectors = eigh_tridiagonal(
    np.r_[e_H, np.full(n_hybrids, e_h)], np.r_[V, links])
weights = (pair_vector @ full_vectors[:2])**2
orbital_mean = weights @ full_levels
orbital_spread = np.sqrt(weights @ (full_levels - orbital_mean)**2)
assert abs(orbital_mean - high) < 1e-8
assert abs(orbital_spread - V1 * abs(pair_vector[1])) < 1e-8

# ---- Other neglected effects ----
shift = 0.3
V_min_low = minimum_coupling(e_h - shift, e_H, gap)
V_min_high = minimum_coupling(e_h + shift, e_H, gap)
gap_change = 0.05
V_min_gap = minimum_coupling(e_h, e_H, gap + gap_change)
assert max(V_min_low, V_min_high, V_min_gap) < abs(V)
kT = constants.k * 400 / constants.e

# ---- Size of the Si-H coupling: silane, PBE/STO-3G ----
bond_nm = 0.148
directions = np.array([[1, 1, 1], [-1, -1, 1], [-1, 1, -1], [1, -1, -1]])
directions = directions / np.sqrt(3)
atoms = [["Si", (0.0, 0.0, 0.0)]]
atoms += [["H", tuple(10 * bond_nm * d)] for d in directions]
mol = gto.M(atom=atoms, basis="sto-3g", unit="Angstrom", verbose=0)
mf = dft.RKS(mol)
mf.xc = "pbe"
mf.grids.level = 2
mf.conv_tol = 1e-11
mf.kernel()
assert mf.converged
hartree = constants.value("Hartree energy in eV")
fock = mf.get_fock() * hartree
overlap = mf.get_ovlp()
core = mf.mo_coeff[:, :5]


def valence_function(ao_index):
    """Atomic function made orthogonal to the core orbitals, normalized."""
    v = np.zeros(mol.nao)
    v[ao_index] = 1.0
    v -= core @ (core.T @ overlap @ v)
    return v / np.sqrt(v @ overlap @ v)


s_fun = valence_function(mol.search_ao_label("Si 3s")[0])
p_fun = np.array([valence_function(i) for i in mol.search_ao_label("Si 3p")])
hybrids = [(s_fun + np.sqrt(3) * d @ p_fun) / 2 for d in directions]
hydrogens = [valence_function(i) for i in mol.search_ao_label("H 1s")]
basis = np.array(hybrids + hydrogens).T
S_val = basis.T @ overlap @ basis
F_val = basis.T @ fock @ basis
assert np.allclose(S_val[:4, :4], np.eye(4), atol=1e-5)
s_eig, s_vec = np.linalg.eigh(S_val)
lowdin = s_vec @ np.diag(s_eig**-0.5) @ s_vec.T
F_orth = lowdin @ F_val @ lowdin
# The eight functions must reproduce all valence orbital energies.
assert np.allclose(np.linalg.eigvalsh(F_orth), mf.mo_energy[5:] * hartree,
                   atol=5e-3)
V_silane = F_orth[0, 4]
offset_silane = F_orth[4, 4] - F_orth[0, 0]
same_atom = F_orth[0, 1]
V_min_silane = minimum_coupling(e_h, e_h + offset_silane, gap)
assert abs(V_silane) > V_min_silane

# One bond as a non-orthogonal pair, hybrid level placed at midgap.
S_pair = S_val[0, 4]
zero_shift = e_h - F_val[0, 0]
eH_pair = F_val[4, 4] + zero_shift
V_pair = F_val[0, 4] + zero_shift * S_pair
low_s, high_s = pair_levels(e_h, eH_pair, V_pair, S_pair)
fall = min(e_h, eH_pair) - low_s
rise = high_s - max(e_h, eH_pair)
need_v, need_c = edge_products(e_h, eH_pair, gap)
assert S_pair > 0 and rise > fall
assert (low_s < 0 and high_s > gap) == (
    V_pair**2 > need_v and (V_pair - gap * S_pair)**2 > need_c)

# ---- Output ----
def show(label, value, unit="eV", digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


print("Energies from the valence edge")
show("Gap", gap)
show("Hybrid level", e_h)
show("Hydrogen level", e_H)
show("Coupling V", V)
show("Mean of the two starting levels", mean)
show("Half the splitting of the pair", root)
show("Bonding level", low)
show("Antibonding level", high)
show("Antibonding level above conduction edge", high - gap)
show("Product at valence edge", prod_v, "eV^2")
show("Product at conduction edge", prod_c, "eV^2")
show("V squared", V**2, "eV^2")
show("Minimum |V|, isolated pair", V_min)
show("|V| / minimum", abs(V) / V_min, "")
show("Second case: hydrogen level in gap", e_H_in)
show("Second case: |V| needed at valence edge", lower_need)
show("Second case: |V| needed at conduction edge", upper_need)
show("Both levels at midgap: |V| needed", V_equal)
show("Chain bond coupling V2", V2)
show("Chain same-atom coupling V1", V1)
show("Chain: bare dangling level", dangling_level)
show("Chain: weight on end hybrid", end_weight, "")
show("Chain: minimum |V|", V_chain)
show("Chain: |V| / minimum", abs(V) / V_chain, "")
print("Chain: gap states at 0.97 of minimum:", len(states_below))
print("Chain: gap states at 1.03 of minimum:", len(states_above))
print("Chain: gap states at example coupling:", len(states_example))
show("Chain: gap level left at |V| = 2 eV", state_weak[0])
show("Pair alone: upper level at |V| = 2 eV", pair_levels(e_h, e_H, 2.0)[1])
show("Chain: spread of antibonding orbital", orbital_spread)
show("Repulsion: shift of hybrid level either way", shift)
show("Minimum |V|, hybrid level lowered", V_min_low)
show("Minimum |V|, hybrid level raised", V_min_high)
show("Gap increase tried", gap_change)
show("Minimum |V|, wider gap", V_min_gap)
show("Thermal energy at 400 K", kT, digits=4)
print("Silane, PBE/STO-3G")
show("Si-H distance", bond_nm, "nm")
show("Orthogonalized Si-H coupling", V_silane, digits=2)
show("Hydrogen level minus hybrid level", offset_silane, digits=2)
show("Same-atom hybrid coupling", same_atom, digits=2)
show("Minimum |V| with this offset, pair alone", V_min_silane, digits=2)
show("Hybrid-hydrogen overlap", S_pair, "", 2)
show("Non-orthogonal pair: hydrogen level", eH_pair, digits=2)
show("Non-orthogonal pair: coupling from valence edge", V_pair, digits=2)
show("Non-orthogonal pair: bonding level", low_s, digits=2)
show("Non-orthogonal pair: antibonding level", high_s, digits=2)
show("Non-orthogonal pair: fall of lower level", fall, digits=2)
show("Non-orthogonal pair: rise of upper level", rise, digits=2)
print("verified")
```

It prints:

```
Energies from the valence edge
Gap: 1.120 eV
Hybrid level: 0.560 eV
Hydrogen level: -2.000 eV
Coupling V: -4.000 eV
Mean of the two starting levels: -0.720 eV
Half the splitting of the pair: 4.200 eV
Bonding level: -4.920 eV
Antibonding level: 3.480 eV
Antibonding level above conduction edge: 2.360 eV
Product at valence edge: -1.120 eV^2
Product at conduction edge: 1.747 eV^2
V squared: 16.000 eV^2
Minimum |V|, isolated pair: 1.322 eV
|V| / minimum: 3.026
Second case: hydrogen level in gap: 0.200 eV
Second case: |V| needed at valence edge: 0.335 eV
Second case: |V| needed at conduction edge: 0.718 eV
Both levels at midgap: |V| needed: 0.560 eV
Chain bond coupling V2: 4.000 eV
Chain same-atom coupling V1: 3.440 eV
Chain: bare dangling level: 0.560 eV
Chain: weight on end hybrid: 0.260
Chain: minimum |V|: 3.533 eV
Chain: |V| / minimum: 1.132
Chain: gap states at 0.97 of minimum: 1
Chain: gap states at 1.03 of minimum: 0
Chain: gap states at example coupling: 0
Chain: gap level left at |V| = 2 eV: 0.890 eV
Pair alone: upper level at |V| = 2 eV: 1.655 eV
Chain: spread of antibonding orbital: 2.779 eV
Repulsion: shift of hybrid level either way: 0.300 eV
Minimum |V|, hybrid level lowered: 1.638 eV
Minimum |V|, hybrid level raised: 0.901 eV
Gap increase tried: 0.050 eV
Minimum |V|, wider gap: 1.391 eV
Thermal energy at 400 K: 0.0345 eV
Silane, PBE/STO-3G
Si-H distance: 0.148 nm
Orthogonalized Si-H coupling: -7.91 eV
Hydrogen level minus hybrid level: -1.25 eV
Same-atom hybrid coupling: -1.50 eV
Minimum |V| with this offset, pair alone: 1.01 eV
Hybrid-hydrogen overlap: 0.59
Non-orthogonal pair: hydrogen level: -0.69 eV
Non-orthogonal pair: coupling from valence edge: -5.26 eV
Non-orthogonal pair: bonding level: -3.39 eV
Non-orthogonal pair: antibonding level: 12.78 eV
Non-orthogonal pair: fall of lower level: 2.69 eV
Non-orthogonal pair: rise of upper level: 12.22 eV
verified
```
